The Eigen-Wilkins Rate Law and Saturation of Complexation at High Ligand

**Form of the answer**

An aquated metal ion M meets a ligand L and forms an outer-sphere pair P, in which the ligand touches the hydrated ion but has not displaced water. The pair then exchanges a bound water molecule for the ligand and becomes the inner-sphere complex C.

Suppose that pairing is so fast that it stays at equilibrium. Its two rate constants can then enter the slow kinetics only through their ratio, the pair constant K, in L/mol. The remaining quantities are the interchange constant k_i, in 1/s, and the free-ligand concentration ℓ, in mol/L. From these, one rate and one dimensionless group can be made, so the forward part of the observed rate constant must have the form

k_forward = k_i f(Kℓ).

The function f is the fraction of uncomplexed metal that already has a ligand beside it. A fraction cannot exceed one, so k_forward cannot exceed k_i, as long as each metal ion holds at most one ligand in its outer sphere. The kinetics must supply f and the conditions under which pairing is fast enough.

**Mass-action equations**

The scheme is

M + L ⇌ P, with k_a forward and k_d back,
P ⇌ C, with k_i forward and k_r back.

Square brackets denote concentrations. One ligand enters each metal ion, and L means the free, deprotonated ligand. Activity coefficients are held constant, which in practice calls for at least a fixed ionic strength. The equations are

d[M]/dt = −k_a[M][L] + k_d[P]
d[P]/dt = k_a[M][L] − k_d[P] − k_i[P] + k_r[C]
d[C]/dt = k_i[P] − k_r[C].

Adding the last two gives

k_a[M][L] − k_d[P] = d[P]/dt + d[C]/dt.

The left side is the difference between two large opposing flows. The right side, once the first brief pairing transient has passed, is a slow net conversion. Dividing by k_d and dropping the small right side gives

[P] = K[M][L], K = k_a/k_d.

**The rate law**

A measurement that detects only the inner complex cannot separate M from P. It is therefore useful to count together all metal that has not yet formed the inner complex. Call this M′:

M′ = [M] + [P] = [M](1 + K[L]).

Hence [M] = M′/(1 + K[L]), and

[P] = K[L]M′/(1 + K[L]).

Inserting this in the equation for C gives the Eigen-Wilkins rate law with its reverse term:

d[C]/dt = k_i K[L]M′/(1 + K[L]) − k_r[C].

The denominator comes from counting the pairs as part of the uncomplexed metal. If the rate were written with bare [M], it would be k_iK[M][L], without a denominator. The two expressions agree; they use different concentrations.

No ligand excess has been assumed so far, but [L] must be the free concentration. When metal and ligand are comparable, a solver can obtain [P] from M′ and F = [L] + [P], the ligand outside the inner complex. The equilibrium condition is

[P] = K(M′ − [P])(F − [P]).

Expanding and collecting powers of [P],

K[P]² − B[P] + KM′F = 0, B = 1 + K(M′ + F).

When [P] equals the smaller of M′ and F, the left side is −[P], which is negative. That value therefore lies between the roots, and the physical solution is the smaller root. Written without subtraction of nearly equal numbers, it is

[P] = 2KM′F / {B + √(B² − 4K²M′F)}.

The slow equation to integrate is then d[C]/dt = k_i[P] − k_r[C], with M′ and F each falling by the amount of C formed.

**Excess ligand and saturation**

If total ligand greatly exceeds total metal M_T, then [L] stays close to a constant ℓ. Define

x = Kℓ, θ = x/(1 + x).

Since M′ = M_T − [C], the rate law becomes

d[C]/dt = k_iθ(M_T − [C]) − k_r[C]
= k_iθM_T − (k_iθ + k_r)[C].

This is a linear first-order equation. With [C] = 0 at the start, its solution is

[C] = C_∞[1 − exp(−k_obs t)],
k_obs = k_i Kℓ/(1 + Kℓ) + k_r,
C_∞ = M_T k_iθ/k_obs.

The reverse constant adds to k_obs because an approach to equilibrium is driven by both directions. Setting [C] = C_∞/2 gives exp(−k_obs t) = 1/2, so the half-time is ln 2/k_obs.

For Kℓ ≪ 1, the denominator is close to one and

k_obs ≈ k_iKℓ + k_r.

More ligand then makes proportionally more pairs. For Kℓ ≫ 1, division of numerator and denominator by Kℓ gives

k_obs = k_i/[1 + 1/(Kℓ)] + k_r → k_i + k_r.

Nearly every uncomplexed ion now has a ligand in position, and in this one-pair scheme further ligand cannot shorten the wait for interchange. The forward part reaches half its limit at ℓ = 1/K and 90% at ℓ = 9/K.

Rearranging the forward part gives a form suited to data analysis:

k_i/(k_obs − k_r) = (1 + Kℓ)/(Kℓ) = 1 + 1/(Kℓ).

A plot of 1/(k_obs − k_r) against 1/ℓ is therefore straight, with intercept 1/k_i and slope 1/(k_iK), provided that K is the same at every point.

**How fast pairing must be**

With constant ligand, the mass-action equations are linear and the approximation can be measured against their exact solution. Let a = k_aℓ. Replacing [M] by M_T − [P] − [C] leaves two equations. Let p and c be the deviations of [P] and [C] from their final values, both proportional to exp(−λt). Then

(a + k_d + k_i − λ)p + (a − k_r)c = 0
−k_i p + (k_r − λ)c = 0.

A nonzero solution requires a vanishing determinant:

(a + k_d + k_i − λ)(k_r − λ) + k_i(a − k_r) = 0.

On expansion the terms k_ik_r cancel, leaving

λ² − Sλ + Q = 0,
S = a + k_d + k_i + k_r,
Q = a(k_i + k_r) + k_dk_r.

Let R = a + k_d, the relaxation rate of pairing alone. Because θ = a/R, the constant term is Q = R k_obs. The quadratic can then be arranged as

λ = k_obs + λ(λ − k_i − k_r)/R.

When k_i and k_r are much smaller than R, the last term is small for the slow root. Replacing λ there by k_obs, and using k_obs − k_i − k_r = −(1 − θ)k_i, gives to first order

λ_slow ≈ k_obs[1 − (1 − θ)k_i/R].

Since 1 − θ = 1/(1 + x) and R = k_d(1 + x), the error relative to k_obs is

(k_obs − λ_slow)/k_obs ≈ k_i/[k_d(1 + Kℓ)²].

The sign holds beyond first order. Substituting λ = k_obs in the quadratic gives −k_obs(1 − θ)k_i, which is negative, so k_obs lies between the two roots and above the slow one. The approximation thus overestimates the slow rate, and the relative error shrinks as ligand is added.

**Saturation without fast pairing**

A plateau does not by itself establish fast pairing. If ℓ grows while the other constants are fixed, a dominates the quadratic. Dividing by a and keeping the slow root finite leaves

−λ + k_i + k_r = 0,

whatever the ratio k_i/k_d. Sufficient ligand makes pairing fast even if it was not fast at low concentration.

The opposite limit does distinguish the cases. For k_r = 0 and small ℓ, Q = ak_i and S → k_d + k_i. The slow root is close to Q/S, so

λ_slow/ℓ → k_ak_i/(k_d + k_i) = Kk_i/(1 + k_i/k_d).

This equals Kk_i when k_i ≪ k_d, and half of Kk_i when k_i = k_d. The low-ligand slope and k_i alone cannot reveal this difference without a value of K. Data that follow the approach to the plateau can supply one: for k_r = 0 and large ℓ, the slow root is close to k_i[1 − 1/(Kℓ)] once k_aℓ greatly exceeds both k_d and k_i. When k_i exceeds k_d, this needs Kℓ well above k_i/k_d: for k_i = 100k_d the shortfall at Kℓ = 100 is still about ten times 1/(Kℓ). For k_i ≫ k_d the slope becomes k_a: almost every encounter leads to complexation, and the rate at low ligand concentration is limited by diffusion.

**Estimating the pair constant**

The rate law takes K as an input. A rough value follows from a model of charged spheres in a continuous solvent. Let φ be the electrostatic potential around the metal in units of k_BT/e, with k_B the Boltzmann constant, T the temperature and e the elementary charge. The Bjerrum length, at which two unit charges interact with energy k_BT, is

l_B = e²/(4πε₀ε_r k_BT).

Surrounding ions have charge numbers z_j and mean number densities n_j. Their Boltzmann distribution gives

∇²φ = −4πl_B Σ z_jn_j exp(−z_jφ).

For small φ, exp(−z_jφ) ≈ 1 − z_jφ. Neutrality removes the constant term, leaving

∇²φ = κ²φ, κ² = 4πl_B Σ z_j²n_j = 8πl_BN_A I.

Here N_A is the Avogadro constant and I = ½Σz_j²c_j is the ionic strength, with concentrations converted to mol/m³. The spherical solution that vanishes at large r is φ = A exp(−κr)/r. Gauss's law at contact distance a_c requires φ′(a_c) = −z_Ml_B/a_c², which fixes

A = z_Ml_B exp(κa_c)/(1 + κa_c).

The energy of a ligand of charge z_L, divided by k_BT, is therefore

w(r) = z_Mz_Ll_B exp[−κ(r − a_c)]/[r(1 + κa_c)].

The Fuoss model assigns the pair an association volume 4πa_c³/3 and gives this whole volume the contact energy. The number of ligands expected there is the bulk density times the volume times exp[−w(a_c)], so

K = N_A(4πa_c³/3) exp[−w(a_c)].

The pairing rate follows from steady diffusion. With D the sum of the two diffusion coefficients and n(r) the ligand density, the inward flow is

J = 4πr²D(dn/dr + n dw/dr)
= 4πr²D exp(−w) d[n exp(w)]/dr.

J is the same at every radius. Dividing by 4πr²D exp(−w) and integrating from contact, where n = 0, to the bulk, where n = n₀ and w = 0, gives

k_a = N_AJ/n₀ = 4πN_AD / ∫ exp[w(r)] dr/r²,

with the integral taken from a_c to infinity. Equilibrium then requires k_d = k_a/K. In SI units both K and k_a must be multiplied by 1000 to convert m³ to L.

**Example: cobalt(II) and a dianion**

Take Co²⁺ and a model ligand of charge −2 in water at 298.15 K. The round parameters are ε_r = 78, a_c = 0.50 nm, D = 1.5×10⁻⁵ cm²/s and I = 1 mol/L. The interchange constant k_i = 3×10⁶ 1/s has the rough scale of water exchange on aquated cobalt(II). The reverse constant is chosen as k_r = 3×10³ 1/s.

The Bjerrum length is 0.719 nm and the screening length 1/κ is 0.303 nm. The contact energy is

w(a_c) = −4 × 0.719/[0.50 × (1 + 0.50/0.303)] = −2.17.

The association volume times N_A is 0.315 L/mol, so

K = 0.315 × exp(2.17) = 2.76 L/mol.

The potential at contact is φ ≈ 1.1, which is not small, so the linearized equation is only approximate here. Solving the equation with the full Boltzmann factors gives K = 2.63 L/mol in a salt of singly charged ions at the same ionic strength, and 2.41 L/mol when 0.10 mol/L of the dianion is present. The linearized value is kept below for simplicity.

Numerical quadrature of the diffusion integral gives k_a = 8.20×10⁹ L/(mol s), and hence k_d = 2.97×10⁹ 1/s. The ratio k_i/k_d is 1.0×10⁻³, so pairing is fast in this model.

At ℓ = 0.10 mol/L, Kℓ = 0.276 and

k_obs = 3×10⁶ × 0.276/1.276 + 3×10³ = 6.52×10⁵ 1/s.

The half-time is 0.693/(6.52×10⁵ 1/s) = 1.06 μs. The same arithmetic gives:

ℓ = 0.01 mol/L: k_obs = 8.36×10⁴ 1/s, half-time 8.29 μs
ℓ = 0.03 mol/L: k_obs = 2.33×10⁵ 1/s, half-time 2.98 μs
ℓ = 0.30 mol/L: k_obs = 1.36×10⁶ 1/s, half-time 0.51 μs

Between the first and last concentrations the ligand rises thirtyfold and the rate about sixteenfold. Such half-times are far shorter than ordinary mixing times, so in practice the rate is measured by disturbing an equilibrated solution slightly, for example with a temperature jump. The signal can be small. With the k_r chosen here, the equilibrium fraction of metal outside the inner complex is k_r/k_obs, which is 3.6% at 0.01 mol/L and only 0.2% at 0.30 mol/L, so a slight disturbance converts little metal. With excess ligand, the return to equilibrium has the same k_obs, evaluated at the final temperature. Diagonalizing the linear kinetic equations at 0.01 mol/L gives a slow rate of 8.355×10⁴ 1/s. The rate law exceeds it by 0.1%, as the error formula predicts.

These concentrations show curvature but do not reach the plateau. A salt of the dianion with singly charged cations contributes ½(2 × 1 + 4)ℓ = 3ℓ to the ionic strength. At fixed I = 1 mol/L, ℓ therefore cannot exceed 0.33 mol/L, whereas half saturation needs 1/K = 0.36 mol/L and 90% needs 3.3 mol/L. If K is nevertheless held constant as a mathematical continuation, diagonalization gives slow rates of 1.50×10⁶, 2.70×10⁶ and 2.97×10⁶ 1/s at Kℓ = 1, 9 and 99. They approach k_i + k_r = 3.003×10⁶ 1/s.

**Ionic strength and competing pairs**

The assumption of constant K matters most when data are extrapolated to the plateau. Suppose that no supporting salt is added, so that I = 3ℓ. The same model gives K = 27.6 L/mol at ℓ = 0.01 mol/L and 2.97 L/mol at 0.30 mol/L. The paired fractions are 0.216 and 0.471. A straight line through their reciprocals, plotted against 1/ℓ, has intercept 2.04 instead of 1. Its apparent k_i would be about half the true value. The linearized potential is poor at such low ionic strength: φ at contact reaches 2.2 at ℓ = 0.01 mol/L. The full Boltzmann factors lower the two pair constants to about 16 and 2.2 L/mol and raise the intercept to 2.3, so the size of the error in k_i remains similar.

Fixing the ionic strength reduces this error but does not remove it. With the full Boltzmann factors at I = 1 mol/L, K falls from 2.60 to 2.12 L/mol between ℓ = 0.01 and 0.30 mol/L, as the dianion replaces the singly charged anion. The reciprocal line through these two points has intercept 1.3.

Holding the ionic strength fixed also introduces another effect, since the supporting anion X can pair with the metal. If X has charge −1 and completely blocks the ligand's position, the uncomplexed metal is divided among M, its pair with X, and P:

θ = Kℓ/(1 + Kℓ + K_X[X]), [X] = I − 3ℓ.

With the same contact distance, w is halved and K_X = 0.933 L/mol. At ℓ = 0.10 mol/L the paired fraction falls from 0.216 to 0.143. The denominator can be written as

1 + K_XI + (K − 3K_X)ℓ.

Here 3K_X = 2.80 L/mol nearly equals K = 2.76 L/mol. As ligand replaces the supporting anion, the denominator hardly changes, and k_obs becomes almost linear in ℓ. The reciprocal line through the same two end concentrations has intercept −0.01, so saturation is hidden. With the full Boltzmann factors for both pairs the intercept is 0.27, and (k_obs − k_r)/ℓ falls by 10% over the range. The curvature is then weak rather than absent, and the apparent k_i is nearly four times the true value. This near-cancellation belongs to the chosen charges, distance and ionic strength. Complete blocking is also a severe assumption: an anion elsewhere around the metal may leave room for the ligand, and the screening already includes part of the anion's influence. The calculation shows that a nearly linear titration over this range would not disprove the mechanism.

**Other corrections**

Ligand depletion is modest for dilute metal. Numerical integration of the full mass-action equations with 1 mmol/L metal and 0.01 mol/L total ligand gives a half-time of 8.50 μs, 2.5% longer than ln 2/k_obs. This applies to formation starting from no complex. After a small disturbance of the equilibrated solution, the rate is about 9% below k_obs calculated from total ligand, because nearly a tenth of the ligand is already bound.

A second dianion can approach the neutral outer-sphere pair. For a rough estimate, treat the pair as a neutral sphere with the same contact distance, ignoring its uneven charge and any statistical factor for identical ligands. Then w = 0, and the pair constant is just the association volume times N_A, 0.315 L/mol. At 0.30 mol/L the ratio of doubly to singly paired metal is then 0.095. This is probably low, because screening lets a ligand on the free side feel mainly the metal. A second estimate treats the metal and the first ligand as separate charges 0.50 nm apart, each screened as in w(r) with its own closest distance in place of a_c. With a factor of one half for identical ligands, it gives 0.17 to 0.11 for closest ligand-ligand distances of 0.5 to 0.7 nm. Double pairing shifts the extrapolation to the plateau. For ratios of 0.095 and 0.17 at 0.30 mol/L, the reciprocal line through ℓ = 0.01 and 0.30 mol/L has intercepts 0.90 and 0.83 if the doubly paired ion interchanges at k_i. The intercepts are 0.73 and 0.57 if it interchanges at 2k_i, and the forward rate can then exceed k_i at high ligand concentration. A second ligand can likewise enter the neutral inner complex. If its interchange constant is also k_i, the forward rate constant is

3×10⁶ × 0.0945/1.0945 = 2.6×10⁵ 1/s,

about one fifth of k_obs for the first ligand. With separate screened charges the share ranges from about 0.16 to 0.42, for a first-ligand charge 0.20 to 0.35 nm from the metal and closest ligand-ligand distances of 0.5 to 0.6 nm. The first complex would then be consumed while it forms. After a small disturbance, even a signal that counts both complexes equally can show two rates, so such data would need a two-step model.

The contact distance is uncertain, but in this range its effects partly compensate: a larger distance increases the association volume and weakens the attraction. At fixed ionic strength, K is 3.58, 2.76 and 2.72 L/mol for 0.4, 0.5 and 0.6 nm. With the full Boltzmann factors in a salt of singly charged ions, the values are 3.17, 2.63 and 2.66 L/mol.

Temperature acts strongly on interchange. In the Eyring form, k_i is proportional to T exp(−ΔH/R_gT), where R_g is the gas constant and ΔH the activation enthalpy. For a rough ΔH of 45 kJ/mol, warming from 298.15 to 323.15 K multiplies k_i by 4.4. If k_d is held at its former value, k_i/k_d rises to about 4.5×10⁻³, and pairing remains fast.

**Use for a plating solution**

The cobalt charge and the scale of k_i represent a real aquated ion, while the ligand is a model. The worked rates also assume metal much more dilute than the ligand. If a bath holds metal and ligand at comparable concentrations, the excess-ligand formula for k_obs fails, although a small disturbance still decays exponentially. The general rate law with free [L] is then the appropriate starting point. In an acidic bath, [L] must also exclude protonated ligand. Of the effects sized here, warming changes the plateau by a factor of 4.4, and an uncontrolled ionic strength makes the extrapolated k_i about 2.0 to 2.3 times too small. Complete blocking by the supporting anion can make the extrapolated k_i several times too large or leave it undetermined. Debye-Hückel screening at 1 mol/L is itself rough, so K from this model should serve as an initial estimate for a fit, not as a fixed constant.

For such a fit, k_i and K are separately determined only if the data show curvature that can be assigned to pairing. When Kℓ ≪ 1 throughout, the data fix the product k_iK and leave its factors undetermined. The ligand range should therefore extend to about 1/K or beyond, at controlled ionic strength and with competing pairs and any remaining drift of K assessed. In the cobalt example at I = 1 mol/L, Kℓ can reach at most 0.92 with the linearized K and 0.70 with the full Boltzmann factors. With the latter, Kℓ = 1 needs I of about 2 mol/L, where the screening model is rougher still. A shorter range magnifies errors in the rates. For ten evenly spaced concentrations starting at a tenth of the highest, with 1% random error, constant K and known k_r, the standard error of k_i is about 2% if the data reach Kℓ = 0.83, 5% if they reach 0.28 and 15% if they reach only 0.08. An independent measurement of K becomes more valuable as the range shrinks.
